# Addition energy of a silicon quantum dot from its capacitance

## The problem

A quantum dot is a small pool of electrons held in silicon just below a silicon dioxide gate insulator. It is coupled to a gate by a capacitance $C_g=14$ aF and to a source and a drain by $C_s=C_d=3$ aF each. Electrons can tunnel between the dot and the source or drain, but not through the gate oxide. The source and drain are grounded, and the gate is held at voltage $V_g$. The capacitances do not depend on voltage or on the number $N$ of electrons.

Take $e>0$, so that an electron has charge $-e$. If $U(N)$ is the energy of the dot and its batteries with $N$ electrons, the electrochemical potential and the addition energy are

$$\mu(N)=U(N)-U(N-1),\qquad E_{\rm add}(N)=\mu(N+1)-\mu(N).$$

1. Find $U(N)$, neglecting the spacing of the quantum levels.
2. Find $\mu(N)$ and $E_{\rm add}$, and evaluate the addition energy.
3. How far apart in gate voltage do successive electrons enter?
4. Is it reasonable to neglect the level spacing in a dot of this size?

## Hints

**For question 1.** Write the charge on the dot as a sum over the three capacitors and solve for the dot potential. The batteries hold the voltages fixed, so their work has to be subtracted from the stored energy.

**For question 2.** The energy is quadratic in $N$. Consider what taking a difference twice does to a quadratic function.

**For question 3.** An electron can enter at no cost when its electrochemical potential equals that of the grounded leads, which is zero.

**For question 4.** The capacitance says something about the radius, and the radius sets the orbital energies. Ask whether the parallel-plate formula may be used for a dot whose radius is comparable with the oxide thickness.

## Solution

### 1. The electrostatic energy

Let $\phi$ be the potential of the dot and let $i$ run over gate, source and drain. The dot's charge is the sum of the charges on its sides of the three capacitors:

$$-Ne=\sum_i C_i(\phi-V_i).$$

With $C=C_g+C_s+C_d$ and $V_s=V_d=0$, this gives

$$\phi=\frac{-Ne+C_gV_g}{C}.$$

We have set to zero any offset charge from trapped charges in the oxide. A constant offset would add a constant to the numerator and shift every $\mu(N)$ by the same amount, leaving their differences alone.

The electrode side of capacitor $i$ carries the charge $q_i=C_i(V_i-\phi)$. To bring it there, the battery does work $V_iq_i$ and loses that much energy. The energy that decides whether an electron enters is therefore the stored energy minus the battery work:

$$U=\sum_i\left[\tfrac12C_i(V_i-\phi)^2-V_iC_i(V_i-\phi)\right].$$

Take the common factor out of each term:

$$C_i(V_i-\phi)\left[\tfrac12(V_i-\phi)-V_i\right]
=-\tfrac12C_i(V_i-\phi)(V_i+\phi)
=\tfrac12C_i\phi^2-\tfrac12C_iV_i^2.$$

Summing over $i$ and inserting $\phi$, we find

$$U(N)=\frac{(Ne-C_gV_g)^2}{2C}-\tfrac12C_gV_g^2.$$

The last term does not depend on $N$ and drops out of all differences at fixed gate voltage.

### 2. The addition energy

Write $Q=C_gV_g$. The difference of the two squares in $U(N)-U(N-1)$ is

$$(Ne-Q)^2-\big((N-1)e-Q\big)^2
=e\left[(2N-1)e-2Q\right],$$

because $a^2-b^2=(a-b)(a+b)$ with $a-b=e$. Division by $2C$ gives

$$\mu(N)=\left(N-\tfrac12\right)\frac{e^2}{C}-e\frac{C_g}{C}V_g.$$

Replacing $N$ by $N+1$ raises the first term by $e^2/C$ and leaves the second unchanged. Hence

$$E_{\rm add}=\frac{e^2}{C},$$

for every $N$ and every gate voltage in this model. The total capacitance enters, since an added electron shifts the dot potential by $-e/C$ whichever electrodes hold the opposite charge.

The total is $C=14+3+3=20$ aF. An energy $e^2/C$ expressed in electronvolts has the same numerical value as $e/C$ in volts:

$$\frac eC=\frac{1.602\times10^{-19}\ \text{C}}{20\times10^{-18}\ \text{F}}
=8.01\times10^{-3}\ \text{V},\qquad E_{\rm add}=8.01\ \text{meV}.$$

Divided by Boltzmann's constant $k$, this corresponds to 93 K.

The factor of one half needs care. At $V_g=0$ the first electron costs $\mu(1)=e^2/(2C)=4.0$ meV, because the dot potential moves from $0$ to $-e/C$ while the charge arrives, and its average is half the final value. The second electron finds the dot already at $-e/C$ and costs $\mu(2)=12.0$ meV. Their difference is again 8.0 meV. The name "charging energy" is used for both $e^2/C$ and $e^2/(2C)$, so a quoted value must come with its definition.

### 3. The steps in gate voltage

The electron number changes from $N$ to $N+1$ when $\mu(N+1)=0$:

$$\left(N+\tfrac12\right)\frac{e^2}{C}=e\frac{C_g}{C}V_g
\quad\Longrightarrow\quad V_g=\left(N+\tfrac12\right)\frac e{C_g}.$$

Successive steps are therefore separated by

$$\Delta V_g=\frac e{C_g}=\frac{0.1602\ \text{aC}}{14\ \text{aF}}=11.44\ \text{mV}.$$

As a test, the charge-balance equations were solved numerically and the electron number of lowest energy was sought at gate voltages from 0 to 60 mV. The mean separation of the steps was also 11.44 mV.

The period contains $C_g$, while the addition energy contains $C$. The lever arm $\alpha=C_g/C=14/20=0.70$ connects them:

$$E_{\rm add}=\alpha e\,\Delta V_g,\qquad 0.70\times11.44\ \text{meV}=8.01\ \text{meV}.$$

A measured gate period thus gives the addition energy once the lever arm is known.

### 4. How large is the level spacing?

**The radius.** Model the dot as a thin conducting disc at the interface, with 10 nm of oxide (relative permittivity 3.9) between it and a wide gate, and silicon (11.7) below. A numerical solution of the electrostatic problem gives a gate capacitance of 14 aF at a radius $r=17.8$ nm. The parallel-plate formula $\varepsilon_0\varepsilon_r\pi r^2/d$, with oxide thickness $d$, accounts for only about 3.4 aF of this, roughly a quarter. The rest comes from the field that the uniform-field formula omits, including field lines that leave the rim and the lower face.

The numerical method was tested on a disc of radius 30 nm in a uniform dielectric of permittivity 3.9. It gave 18.4 aF, against 18.7 aF from Love's integral equation for the same geometry, a difference of less than 2%. The 1 nm grid underestimates the capacitance by about 2% in the silicon geometry as well. In the converged limit the radius is about 1.5% smaller, near 17.55 nm, the orbital gap below is about 3% larger, near 5.8 meV, and the entry 13.4 meV in the table becomes about 13.6 meV. We keep the grid values below, and their last digits carry this uncertainty.

**The orbitals.** At a (001) silicon surface, the two conduction-band valleys with their heavy mass normal to the interface lie lowest. Their in-plane mass is isotropic, $m=0.19\,m_e$, where $m_e$ is the electron mass. For a disc with hard walls, the wavefunctions are $J_l(k_rr')e^{il\theta}$, where $r'$ is the distance from the centre and $k_r$ the radial wavenumber. They must vanish at $r'=r$, so $k_rr$ is a zero of the Bessel function $J_l$. The lowest two orbital energies belong to $l=0$ and $l=\pm1$, with zeros $j_{01}=2.405$ and $j_{11}=3.832$. Their gap is

$$\Delta=\frac{\hbar^2}{2mr^2}\left(j_{11}^2-j_{01}^2\right)
=0.633\ \text{meV}\times(14.68-5.78)=5.63\ \text{meV}.$$

This is 0.70 of $e^2/C$, which is not small. That the lever arm is also 0.70 is a coincidence of the chosen numbers.

**The addition sequence.** Suppose that added electrons fill fixed levels $\varepsilon_1\le\varepsilon_2\le\dots$, each entry holding one electron. The total energy is then $U(N)+\sum_{k=1}^N\varepsilon_k$. Its first difference is the old $\mu(N)$ plus $\varepsilon_N$, and its second difference is

$$E_{\rm add}(N)=\frac{e^2}{C}+\varepsilon_{N+1}-\varepsilon_N.$$

The lowest orbital holds four electrons, from two spins and two valleys. Let the valleys be split by $E_v=0.2$ meV, a rough typical value. The first two electrons enter the lower valley, the next two the upper valley, and the fifth enters the lower valley of the next orbital. The result is:

| $N$ | Level step | $E_{\rm add}(N)$ in meV |
|---|---|---|
| 1 | $0$ | 8.0 |
| 2 | $E_v$ | 8.2 |
| 3 | $0$ | 8.0 |
| 4 | $\Delta-E_v$ | 13.4 |
| 5 | $0$ | 8.0 |

The value $e^2/C$ survives when two successive electrons occupy equal levels. It fails badly at $N=4$, where the next electron needs a new orbital. With the same lever arm, that gate-voltage step widens from 11.4 mV to $13.4/0.70\approx19$ mV.

**Many electrons.** The average effect is milder. In a large disc, the number of states with wavenumber below $\kappa$ is, to leading order, the area times the occupied area of wavenumber space, divided by $(2\pi)^2$ and multiplied by four for spin and valley:

$$N\simeq4\,\frac{\pi r^2\,\pi \kappa^2}{(2\pi)^2}=r^2\kappa^2=\frac{2mr^2}{\hbar^2}\,\varepsilon,
\qquad \frac{d\varepsilon}{dN}\simeq\frac{\hbar^2}{2mr^2}.$$

The mean level step per electron is thus 0.63 meV at this radius, or 8% of $e^2/C$. This is a leading-order estimate for large $N$ with the radius held fixed; the hard wall raises the mean somewhat at moderate $N$.

The average hides large single steps. Levels of the ideal disc come in groups of four or eight states, split only by the valley splitting. Most additions stay within a group, but one that opens a new group can cost several meV extra, even in a well-filled dot. The answer to question 4 therefore depends on what is asked: neglecting the spacing is fair for the average addition energy of a well-filled dot, but not for every single addition.

Size matters as well. If all lengths, including the oxide thickness, are multiplied by $s$, electrostatic capacitances grow as $s$. Then $e^2/C$ falls as $1/s$, while $\Delta$ falls as $1/s^2$, so level spacing gains weight as a dot shrinks.

### Comparison with real dots

Oxide thicknesses near 10 nm, dot radii of some tens of nanometres, valley splittings of tenths of a meV and addition energies from a few meV to a few tens of meV are rough typical figures for silicon dots under metal gates. A lever arm of 0.70 is high for a device with several competing gates, where 0.1 to 0.3 is a rough usual range. At fixed $C$, a lever arm of 0.2 would leave the addition energy at 8.0 meV and lengthen the gate period to about 40 mV.

Real devices also break the assumption of constant capacitance, because the electron pool changes shape as it fills. An increase of $C$ by 10% would lower $e^2/C$ from 8.0 to 7.3 meV. The orbital gap is less certain: real walls are soft, the electrons have a finite depth below the oxide, and nearby leads take part of the field that the disc model assigns to the gate. If the disc were sized to the full 20 aF instead of 14 aF, its radius would be about 23 nm and the gap only about 3.4 meV. Exchange and correlation between electrons are also missing from the fixed-level sequence, and they are not a small correction here. With the mean permittivity 7.8, the Coulomb scale $e^2/(4\pi\varepsilon_0\cdot7.8\,r)\approx10$ meV exceeds $\Delta$, so the electrons avoid one another and the few-electron excitation energies can lie well below the fixed-level gap. The value of 13.4 meV at $N=4$ is therefore an estimate of the size of the effect, not a prediction for a particular device.

## Variation 1: a warmer dot

*The gate voltage is set midway between two steps. Neglecting level spacing, how likely is a wrong electron number at 4.2 K and at 300 K?*

Let $N_0$ be the favoured number. Midway between steps $C_gV_g=N_0e$, so a deviation of $n$ electrons costs

$$\frac{(ne)^2}{2C}=\frac{n^2E_{\rm add}}2.$$

When $kT\ll E_{\rm add}$, the two neighbours $n=\pm1$ dominate the error:

$$P_{\rm wrong}\simeq2\exp\left(-\frac{E_{\rm add}}{2kT}\right).$$

At 4.2 K, $kT=0.362$ meV and the exponent is $-8.01/0.724=-11.1$. The probability is $3.1\times10^{-5}$, in agreement with a sum over electron numbers from 0 to 40 with $N_0=20$.

At 300 K, $kT=25.9$ meV exceeds the addition energy and the low-temperature formula no longer applies. Many values of $n$ contribute, so the sum of Boltzmann factors can be replaced by an integral:

$$\sum_n e^{-n^2E_{\rm add}/(2kT)}\simeq\sqrt{\frac{2\pi kT}{E_{\rm add}}}
=\sqrt{2\pi\times3.23}=4.5.$$

The favoured number has weight 1 in this sum and hence probability $1/4.5=0.22$. The wrong-number probability is 0.78, as the direct sum also gives. The electron number is then poorly defined even at the best gate voltage. At a step itself, two electron numbers have equal energy, and cooling does not select one of them.

## Variation 2: leakier tunnel junctions

*The two junctions in parallel have resistance $R=1$ MΩ. Does tunnelling blur the addition energy? At what resistance would it matter?*

Excess charge on the dot decays through both junctions in a time of order

$$RC=10^6\ \Omega\times20\times10^{-18}\ \text{F}=2\times10^{-11}\ \text{s}.$$

A state with this lifetime has an energy width of order $\hbar/(RC)=0.033$ meV. Compared with the addition energy, the width is

$$\frac{\hbar/(RC)}{e^2/C}=\frac{\hbar}{e^2R}=0.0041.$$

The capacitance has cancelled, so making the dot smaller does not relax the demand on the junctions. The ratio varies as $1/R$ and reaches one near $R=4$ kΩ. This is an order-of-magnitude estimate rather than a sharp limit. At $R=h/e^2\approx26$ kΩ the ratio is $1/(2\pi)\approx0.16$, already a visible blur, so a well-defined electron number calls for $R$ well above $h/e^2$. At 1 MΩ, tunnel broadening is far smaller than the shift caused by a new orbital.

The computed values used in this sheet are listed in the numerical output that follows.

## Table of computed values

```
gate capacitance: 14 aF
capacitance to each lead: 3 aF
total capacitance C: 20 aF
addition energy e^2/C: 8.011 meV
addition energy from network: 8.011 meV
addition energy / k: 93 K
mu(1) at zero gate voltage: 4.005 meV
mu(2) at zero gate voltage: 12.02 meV
gate period e/C_g: 11.44 mV
gate period from search: 11.44 mV
lever arm C_g/C: 0.7
kT at 4.2 K: 0.362 meV
kT at 300 K: 25.9 meV
wrong-number probability, 4.2 K, sum: 3.12e-05
wrong-number probability, 4.2 K, formula: 3.12e-05
wrong-number probability, 300 K, sum: 0.778
oxide thickness: 10 nm
relative permittivity of oxide: 3.9
relative permittivity of silicon: 11.7
uniform-dielectric disc, 30 nm, grid: 18.4 aF
uniform-dielectric disc, 30 nm, Love: 18.7 aF
disc radius for the gate capacitance: 17.8 nm
parallel-plate part at that radius: 3.45 aF
in-plane mass / electron mass: 0.19
Bessel zero j01: 2.405
Bessel zero j11: 3.832
hbar^2/(2 m r^2): 0.633 meV
first orbital gap: 5.63 meV
orbital gap / (e^2/C): 0.7
valley splitting, rough input: 0.2 meV
addition energy with levels, N=1: 8.01 meV
addition energy with levels, N=2: 8.21 meV
addition energy with levels, N=3: 8.01 meV
addition energy with levels, N=4: 13.4 meV
addition energy with levels, N=5: 8.01 meV
tunnel resistance, rough input: 1 Mohm
tunnel broadening hbar/(RC): 0.033 meV
tunnel broadening / (e^2/C): 0.0041
```
